# Single-file ion hopping: simulating and deriving the tagged-ion law

## Problem

Ions sit on a long chain of sites with spacing \(a\), at most one ion per site. An ion hops to each empty neighbour at rate \(\Gamma\); a hop onto an occupied site is forbidden. There is no applied field and no other interaction. Initially each site is occupied independently with probability \(c\), where \(0<c<1\). Let \(X\) be the displacement of one tagged ion, counted in sites, and let \(\tau=\Gamma t\).

1. Devise a simulation of this process that has no time-step error.
2. Show that at late times \(\langle X^2\rangle\) grows as \(\sqrt t\) with a prefactor proportional to \((1-c)/c\), and find the numerical factor.
3. Compare the law with the simulation.
4. Estimate how far a lithium ion wanders in 10 ms in a nearly full one-dimensional channel of LiFePO4, taken as an ion-storage layer of an electrochemical memory cell, and judge the estimate.

## Hints

**Hint 1.** Attach a random clock to each bond, not to each ion. Which other bonds can affect what happens when a given clock rings?

**Hint 2.** Write the mean current across a bond. The terms containing products of occupations cancel.

**Hint 3.** Ions cannot pass each other. Relate \(X\) to the net number \(Q\) of ions that cross the bond just to the right of the tagged ion's starting site.

**Hint 4.** To find \(\langle Q^2\rangle\), consider the change in the number of ions inside a long block.

## Solution

### 1. The simulation

Each bond rings at random times with rate \(\Gamma\). If one of its two sites is occupied and the other empty, the ion moves across; otherwise nothing happens. An ion with an empty neighbour therefore hops there at rate \(\Gamma\), as required.

The outcome of a ring depends on the bond's two sites, and these can be changed only by the bond itself and its two neighbours. A bond whose next ring precedes the next rings of both neighbours can thus be processed at once. Two such bonds are never adjacent, so all of them can be processed together. Each then receives a new waiting time from the exponential distribution of mean \(1/\Gamma\). Repeating this until every next ring lies beyond the measurement time gives the continuous-time process itself.

The runs use a ring of 100000 sites up to \(\tau=400\). Averages are taken over all ions, and standard errors come from 50 long blocks of consecutive ions.

### 2. The law

**Occupations.** Let \(\eta_x=1\) if site \(x\) is occupied and 0 otherwise. The mean current from \(x\) to \(x+1\), for a given configuration, is

\[
\Gamma\left[\eta_x(1-\eta_{x+1})-\eta_{x+1}(1-\eta_x)\right]=\Gamma(\eta_x-\eta_{x+1}).
\]

The products cancel. Current in minus current out gives, for averages at a fixed initial configuration,

\[
\frac{d}{dt}\langle\eta_x\rangle=\Gamma\langle\eta_{x+1}+\eta_{x-1}-2\eta_x\rangle .
\]

This is the equation of one free walker. If \(S\) is its displacement and \(p_t(n)=P(S=n)\), then \(\langle\eta_x(t)\rangle=\sum_z p_t(x-z)\eta_z(0)\).

The independent initial state is stationary: every hop and its reverse have the same rate, and both configurations contain the same number of ions, hence have the same probability. With \(\delta\eta=\eta-c\), the initial correlation is \(c(1-c)\) on the same site and zero otherwise. Multiplying the solution by \(\delta\eta_y(0)\) and averaging over initial states gives

\[
\langle\delta\eta_x(t)\,\delta\eta_y(0)\rangle=c(1-c)\,p_t(x-y).
\]

**Crossings.** Let \(Q_0\) and \(Q_M\) be the net rightward crossings of the bonds at the left and right ends of the block \(1,\dots,M\). The ion number in the block changes by \(Q_0-Q_M\). Expanding the square of this change gives two equal-time terms and two cross terms:

\[
\langle(Q_0-Q_M)^2\rangle=2c(1-c)\sum_{x=1}^{M}\Big[1-\sum_{y=1}^{M}p_t(x-y)\Big].
\]

The bracket is the probability that a free walker started at \(x\) is outside the block at time \(t\). For \(M\to\infty\), each end contributes \(\sum_{k\ge1}P(S\ge k)=\langle\max(S,0)\rangle=\tfrac12\langle|S|\rangle\). The right side tends to \(2c(1-c)\langle|S|\rangle\).

On the left side, \(Q_0\) and \(Q_M\) become independent. At fixed \(t\), influence can travel between the ends only through a chain of successive rings, whose probability vanishes as \(M\to\infty\). Both crossings have zero mean and the same variance, so the left side tends to \(2\langle Q^2\rangle\). Therefore

\[
\langle Q^2\rangle=c(1-c)\langle|S|\rangle .
\]

**The free walker.** A step changes \(|S|\) on average only when \(S=0\), where it adds 1. Steps occur at total rate \(2\Gamma\), so \(d\langle|S|\rangle/d\tau=2P(S=0)\). Since \(S\) is the difference of two Poisson numbers of mean \(\tau\),

\[
P(S=0)=e^{-2\tau}\sum_{n\ge0}\frac{\tau^{2n}}{(n!)^2}=e^{-2\tau}I_0(2\tau),
\]

with \(I_n\) the modified Bessel function. Put \(z=2\tau\). Using \(I_0'=I_1\) and \(I_1'=I_0-I_1/z\),

\[
\frac{d}{dz}\left[ze^{-z}(I_0+I_1)\right]
=e^{-z}\left[I_0+I_1-zI_0-zI_1+zI_1+zI_0-I_1\right]=e^{-z}I_0 .
\]

Hence

\[
\langle|S|\rangle=2\tau e^{-2\tau}\left[I_0(2\tau)+I_1(2\tau)\right]\;\longrightarrow\;2\sqrt{\tau/\pi},
\]

where the limit uses \(I_n(z)\to e^z/\sqrt{2\pi z}\).

**From crossings to displacement.** Place the tagged ion initially at site 0, and let \(Q\) count crossings of the bond \((0,1)\). The ions to its right remain the same ions. Suppose \(X>0\). At time \(t\), the sites to the right of the bond hold those ions plus \(Q\) more, and the extra ones, including the tagged ion, occupy sites \(1,\dots,X\). Thus

\[
Q=\sum_{x=1}^{X}\eta_x(t).
\]

For \(X<0\) the same argument gives minus the number of ions on sites \(X+1,\dots,0\), which defines the signed sum.

The sum equals \(cX\) plus a fluctuation. Over a stretch of \(n\) independent sites the fluctuation has variance \(c(1-c)n\), and its largest value along the stretch is also of order \(\sqrt n\). Since \(Q\) is of order \(t^{1/4}\), so is \(X\), and the fluctuation is of order \(t^{1/8}\), which becomes relatively negligible. Requiring site 0 to be occupied initially changes \(Q\) by at most one: under the same rings, two starts that differ at one site continue to differ at one site. I assume that rare large displacements do not spoil the step from typical values to the mean square; the simulation tests the outcome. Then

\[
\boxed{\;a^2\langle X^2\rangle\simeq\frac{a^2\langle Q^2\rangle}{c^2}\simeq a^2\,\frac{1-c}{c}\,2\sqrt{\frac{\Gamma t}{\pi}}\;}
\]

**Limits.** As \(c\to1\) the motion vanishes, because an ion needs a vacancy to move. The limit \(c\to0\) must be taken with care. At short times the tagged ion finds a neighbouring site empty with probability \(1-c\), so \(\langle X^2\rangle\simeq2(1-c)\tau\). Equating this with the late law gives \(\tau_*=1/(\pi c^2)\). The late law needs \(\tau\gg\tau_*\), a time that diverges for a dilute chain. It also needs \(\sqrt{4\tau}\) to be much smaller than the chain length in sites.

### 3. Comparison

At \(\tau=400\) the results are as follows. The exponent is the logarithmic slope between \(\tau=100\) and \(400\).

| \(c\) | simulated \(\langle X^2\rangle\) | law | exponent |
|---|---|---|---|
| 0.25 | 68.6 ± 1.6 | 67.7 | 0.552 |
| 0.50 | 22.2 ± 0.4 | 22.6 | 0.520 |
| 0.75 | 7.68 ± 0.17 | 7.52 | 0.520 |
| 0.97 | 0.688 ± 0.023 | 0.698 | 0.514 |

All four prefactors agree with the law within one standard error. A fit of \(\langle X^2\rangle\) to a power of \((1-c)/c\) gives the power 1.004, over a range of about one hundred in that factor.

The exponents all lie somewhat above 0.5. The four runs share the same clocks, so their deviations are not independent evidence. At \(c=0.25\) there is also a visible approach to the late law: the ratio of simulation to law is 0.835, 0.942 and 1.013 at \(\tau=25\), 100 and 400. This is the filling with the longest crossover, \(\tau_*\approx5\). These data support the square root but do not fix the exponent to better than a few hundredths.

Two links in the derivation were tested separately at all four fillings and three times. The simulated \(\langle Q^2\rangle\) agreed with \(c(1-c)\langle|S|\rangle\) within five standard errors, and the relation between \(Q\) and \(X\) held for every ion.

The cause of the slow growth can be isolated. Let the same rings exchange the labels on the two sites every time, even when both are occupied. The occupation history is unchanged, but each label is now a free walker, with mean square \(2\tau\). The simulation gives 0.996 of this value at \(\tau=400\), or about 797 sites², against 22.2 for ordered ions at \(c=0.5\). Conserved order, not a slowing of the density, holds the tagged ion back.

### 4. Lithium in a nearly full channel

Take rough values for LiFePO4: \(a=0.30\) nm, a hopping barrier of 0.50 eV, an attempt frequency of \(10^{13}\) Hz and a channel length of 100 nm. Let \(c=0.97\) and \(T=300\) K, where \(k_BT=0.02585\) eV. Then

\[
\Gamma=10^{13}\,e^{-0.50/0.02585}\ \text{s}^{-1}=3.98\times10^4\ \text{s}^{-1},\qquad \tau=\Gamma\times10\ \text{ms}=398,
\]

\[
\langle X^2\rangle=0.0309\times2\sqrt{398/\pi}=0.697 .
\]

Multiplying by \(a^2=0.09\) nm² gives 0.063 nm², an rms displacement of 0.25 nm. A lone ion would spread by 8.5 nm. An rms value below one site means that many ions have no net displacement: every displaced ion has \(X^2\ge1\), so at most 70% are displaced. The simulation at \(c=0.97\) and \(\tau=400\) covers this case directly. At 358 K the same formula gives 0.55 nm.

**How real channels differ.** LiFePO4 does have one-dimensional lithium channels, but at room temperature it tends to separate into lithium-rich and lithium-poor phases. The example therefore stays near full occupation, and a single phase at \(c=0.97\) is an assumption. The corrections below multiply \(\langle X^2\rangle\), each acting alone with the other settings fixed.

- **Closed ends** give 0.95, averaged over the channel. At 358 K the collective length \(a\sqrt{4\tau}\) reaches 57 nm and the factor falls to 0.75, so the long-chain law is then poor.
- **Blocking defects** every 200 sites, an assumed density, give 0.92.
- **Vacancy repulsion** reduces the variance of the vacancy number to a fraction \(r\). The general form \(\langle Q^2\rangle\propto r\sqrt{D_c}\), with collective diffusion coefficient \(D_c\propto1/r\) at fixed conductivity, gives a factor \(\sqrt r\). For repulsion kept only between nearest vacancies within the same channel and an assumed permittivity of 10, this is 0.91 if each vacancy is bound to an electron hole 0.33 nm away (the pairs treated as parallel point dipoles perpendicular to the channel; oppositely oriented pairs would attract, and the correction could change sign), and 0.65 if the vacancies are bare charges. These are late-time estimates that rest on the fixed-conductivity assumption; the hopping with repulsion was not simulated. At 10 ms and 300 K the collective length of 12 nm barely exceeds the mean vacancy spacing of 10 nm, so for bare charges the reduction is still incomplete and, within this nearest-vacancy model, the factor lies between 0.65 and 1. The model is crude for bare charges. An unscreened \(1/r\) repulsion between all vacancies of a channel lowers \(r\) further, the more so the longer the stretch considered. Moreover, at about 0.4 vacancies per nm³ the closest vacancies lie in neighbouring channels, about 1 nm away or less; their interaction and the screening by compensating charge are left out, so these factors indicate only the rough size of the effect.
- **The barrier** matters most among these: lowering it by 0.05 eV multiplies the result by 2.6. Published barriers differ by more than this, from roughly 0.27 to 0.55 eV. At 0.27 eV the collective length at 10 ms is about 1 µm, the long-chain law no longer applies, and in a closed 100 nm channel the rms displacement saturates near 0.56 nm. The assumed filling matters as much: at \(c=0.99\) instead of 0.97, \(\langle X^2\rangle\) falls to about a third.

Hops between channels, which would let ions pass each other, are not included; even rare ones would raise the result. The figure of 0.25 nm is thus an order-of-magnitude estimate for material in which such hops are negligible, although the law is well tested for the model.

## Variation 1: an evenly spaced start

*At \(c=1/2\), let every second site be occupied initially. What happens to the prefactor?*

For a random start, split \(Q\) into its mean at fixed initial configuration and the remainder due to hopping. By the free-walker solution, the first part is

\[
\sum_{k\ge1}\left[\eta_{1-k}(0)-\eta_k(0)\right]P(S\ge k),
\]

with variance \(2c(1-c)\sum_{k\ge1}P(S\ge k)^2\). At late times \(P(S\ge k)\simeq\tfrac12\operatorname{erfc}(k/\sqrt{4\tau})\). Two integrations by parts give

\[
\int_0^\infty\operatorname{erfc}^2u\,du=\frac{4}{\sqrt\pi}\int_0^\infty ue^{-u^2}\operatorname{erfc}u\,du=\frac{4}{\sqrt\pi}\left(\frac12-\frac1{2\sqrt2}\right)=\frac{2-\sqrt2}{\sqrt\pi}.
\]

The variance of the first part is therefore

\[
2c(1-c)\cdot\tfrac14\cdot\sqrt{4\tau}\;\frac{2-\sqrt2}{\sqrt\pi}=c(1-c)\,2\sqrt{\frac{\tau}{\pi}}\left(1-\frac1{\sqrt2}\right).
\]

Hopping supplies the remaining fraction \(1/\sqrt2\approx0.707\); the explicit sum at \(\tau=400\) gives 0.7072.

For the alternating start the first part stays bounded, because it is an alternating sum of decreasing terms. If the local correlations relax quickly to their equilibrium values, which is plausible but not proved here, the hopping part is unchanged at leading order. The square-root law then survives with its prefactor multiplied by \(1/\sqrt2\). The simulation gives \(0.724\pm0.015\) of the equilibrium law at \(\tau=400\).

## Variation 2: a maintained field

*A field \(F=0.1\) MV/cm is maintained along the channel of part 4, with ions free to enter and leave at its ends. Treat the vacancies as bare charges. Does the drift after 10 ms exceed the field-free random spread?*

Let the field tilt each barrier symmetrically, so that the hop rates are \(\Gamma e^{\pm u/2}\) with \(u=qFa/k_BT\). On a ring the independent state remains stationary: the numbers of ion–vacancy and vacancy–ion neighbour pairs are equal, so the total rates into and out of each configuration balance. The mean current is \(c(1-c)\,2\Gamma\sinh(u/2)\). Dividing by the ion density \(c\) gives the mean displacement

\[
a\langle X\rangle=(1-c)\,2\Gamma t\,a\sinh(u/2).
\]

This estimate, like the field-free spread of part 4, neglects the repulsion between vacancies. Here \(qFa=0.003\) eV and \(u=0.116\), so the drift is \(0.03\times398\times0.116\times0.30\ \text{nm}\approx0.42\) nm. This exceeds the field-free spread of 0.25 nm. The answer depends on the duration: the drift grows as \(t\) and the field-free spread as \(t^{1/4}\), so they are equal at \(10\ \text{ms}\times(0.25/0.42)^{4/3}\approx5\) ms, and for shorter pulses the drift is the smaller. The field also increases the random spread, because it carries randomly placed vacancies past the ion; that increase is not computed here, so the comparison does not show that drift dominates the spread in the field. 
The estimate fails in a closed channel, because the displaced ions build up an opposing field. Cancelling \(F\) takes a charge \(\varepsilon_r\varepsilon_0F\) per unit area, about 0.0055 elementary charges per nm² for \(\varepsilon_r=10\). With about 13.7 lithium sites per nm³, the drift found above would carry about 5.5 per nm². The field would thus be screened after about a thousandth of that drift. If instead each vacancy moves together with a bound electron hole, the pair is neutral and a uniform field causes no drift.

The program's results are listed in the numerical output below.

## Computed results

```
Chain length: 100000 sites
Simulated tagged-ion mean-square displacement (sites^2):
c=0.25 Gamma*t=25: 14.131 +- 0.153, law 16.926, ratio 0.835
c=0.25 Gamma*t=100: 31.875 +- 0.478, law 33.851, ratio 0.942
c=0.25 Gamma*t=400: 68.557 +- 1.592, law 67.703, ratio 1.013
c=0.25 time exponent, Gamma*t 100 to 400: 0.552
c=0.50 Gamma*t=25: 5.458 +- 0.078, law 5.642, ratio 0.967
c=0.50 Gamma*t=100: 10.805 +- 0.168, law 11.284, ratio 0.958
c=0.50 Gamma*t=400: 22.228 +- 0.409, law 22.568, ratio 0.985
c=0.50 time exponent, Gamma*t 100 to 400: 0.520
c=0.75 Gamma*t=25: 1.852 +- 0.025, law 1.881, ratio 0.985
c=0.75 Gamma*t=100: 3.734 +- 0.067, law 3.761, ratio 0.993
c=0.75 Gamma*t=400: 7.682 +- 0.174, law 7.523, ratio 1.021
c=0.75 time exponent, Gamma*t 100 to 400: 0.520
c=0.97 Gamma*t=25: 0.172 +- 0.004, law 0.174, ratio 0.983
c=0.97 Gamma*t=100: 0.338 +- 0.010, law 0.349, ratio 0.968
c=0.97 Gamma*t=400: 0.688 +- 0.023, law 0.698, ratio 0.986
c=0.97 time exponent, Gamma*t 100 to 400: 0.514
Fitted power of (1-c)/c at Gamma*t=400: 1.004
Label-exchange MSD / (2 Gamma t) at Gamma*t=400: 0.996
Alternating start, c=0.50: MSD / equilibrium law 0.724 +- 0.015
Hopping share of crossing variance, from sum: 0.7072
Inputs: a=0.30 nm, barrier=0.50 eV, attempt=1e+13 Hz
Inputs: c=0.97, idle=10 ms, channel=100 nm
kT at 300 K: 0.02585 eV
Hop rate Gamma at 300 K: 3.984e+04 1/s
Gamma*t: 398.4
Free-ion diffusion coefficient: 3.59e-11 cm2/s
Factor (1-c)/c: 0.03093
Tagged-ion MSD: 0.697 sites^2 = 0.0627 nm^2
Tagged-ion rms displacement at 300 K: 0.250 nm
Lone-ion rms displacement at 300 K: 8.47 nm
Tagged-ion rms displacement at 358 K: 0.548 nm
Collective length sqrt(4 Gamma t)*a at 300 K: 12.0 nm
Collective length at 358 K: 57.4 nm
MSD factor from closed channel ends, 300 K: 0.950
MSD factor from closed channel ends, 358 K: 0.748
MSD factor, blockers every 200 sites, 300 K: 0.916
Rough inputs: permittivity 10, vacancy-hole distance 0.33 nm
Mean vacancy spacing: 10.0 nm
Compressibility ratio, hole-bound vacancies: 0.821
MSD factor, hole-bound vacancies: 0.906
Compressibility ratio, bare charged vacancies: 0.417
MSD factor, bare charged vacancies: 0.645
Drift in 10 ms at 0.1 MV/cm: 0.416 nm
MSD factor for a barrier lower by 0.05 eV: 2.63
```
